\section*{The 1/N grid error of lattice thermal conductivity}

\section{A choice between two grids}

Suppose that a lattice-conductivity calculation on a $24\times24\times24$ wave-vector grid gives $19.7$ W/(m K), and that a $12\times12\times12$ grid gave $17.8$. One can pay for a much denser grid, or extrapolate from the two values in hand. Extrapolation is safe only if the power of $N$ in the error is known. For acoustic lifetimes that diverge as the inverse square of the frequency, the error falls as $1/N$. The omitted zone-centre cell supplies most of it, but not all.

Use the relaxation-time approximation for a cubic crystal:
\begin{equation}
\kappa=\frac13\sum_b\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}\,C_b\,v_{g,b}^2\,\tau_b .
\label{kappa}
\end{equation}
Here $C_b$ is the heat capacity of one mode, $v_{g,b}$ its group speed and $\tau_b$ its lifetime. The factor $1/3$ comes from averaging $v_{g,x}^2$ over equivalent axes. Three assumptions define the problem:
\begin{itemize}
\item each acoustic branch has $\omega\to vq$, with $v$ independent of direction, and $\tau_b=A_b/\omega^2$ down to $q=0$;
\item the lifetimes are converged and do not change with the grid on which (\ref{kappa}) is summed;
\item the crystal is infinite, without boundary scattering.
\end{itemize}

A grid centred on $\Gamma$ divides the zone into $N^3$ cells of volume $w_N=(2\pi)^3/(\Omega N^3)$, where $\Omega$ is the primitive-cell volume. The term at $q=0$ is infinite and is left out, as the prime indicates:
\begin{equation}
\kappa_N=\frac{1}{3\Omega N^3}\sum_b{\sum_{\mathbf q}}' C_b v_{g,b}^2\tau_b .
\end{equation}
The deficit is $\kappa-\kappa_N$, positive when the grid value is too low.

\section{The omitted cell}

At small $q$ the heat capacity tends to $k_B$, and
\begin{equation}
v_g^2\tau\to v^2\frac{A}{v^2q^2}=\frac{A}{q^2}.
\end{equation}
The sound velocity cancels: a slow branch carries heat slowly, but at given $q$ its frequency is lower and its lifetime longer. With $A_\Sigma=\sum_bA_b$, the omitted cell should have supplied
\begin{equation}
\delta_{\rm cell}=\frac{k_BA_\Sigma}{24\pi^3}\,J_N,\qquad J_N=\int_{\rm cell}\frac{d^3q}{q^2},
\label{cell}
\end{equation}
because $\frac13\cdot\frac1{8\pi^3}=\frac1{24\pi^3}$. Substituting $\mathbf q=\mathbf q'/N$ gives $d^3q/q^2=N^{-3}N^2\,d^3q'/q'^2$, so $J_N=J_1/N$. The cell's volume falls as $N^{-3}$ while the typical integrand grows as $N^2$.

Replace the cell by a sphere of equal volume. Its radius is $q_c=q_D/N$, with $q_D=(6\pi^2/\Omega)^{1/3}$, and $J_N=4\pi q_c$. Hence
\begin{equation}
\delta_{\rm sphere}=\frac{k_BA_\Sigma\,q_D}{6\pi^2N}.
\label{sphere}
\end{equation}
In a classical Debye solid with this lifetime law throughout, the whole conductivity is (\ref{sphere}) with $N=1$. The omitted sphere then holds the fraction $1/N$ of the total.

For the true Wigner--Seitz cell, radial integration at fixed direction gives $\int_0^{r}q^2dq/q^2=r$, so $J$ is the cell's radius integrated over solid angle. For the grid of an fcc crystal this is $7.763\,w^{1/3}$, against $7.796\,w^{1/3}$ for the sphere.

\section{The neighbouring cells}

Every other cell is represented by the value at its centre. Let $f=1/q^2$ and let $\mathbf x$ be the displacement from the centre. The linear term of the Taylor series vanishes by inversion, and for a cell of cubic symmetry $\int x_ix_j\,d^3x=\frac13M\delta_{ij}$ with $M=\int x^2d^3x$. Therefore
\begin{equation}
\int_{\rm cell}f\,d^3q-w_Nf(\mathbf q_n)\simeq\frac M6\nabla^2f=\frac{M}{3q_n^4},
\label{mid}
\end{equation}
where $\nabla^2q^{-2}=6q^{-4}-4q^{-4}=2q^{-4}$. The centre value is too small, since $f$ is convex on average over directions. Now $M\propto N^{-5}$, while $q_n^{-4}\propto N^4/n^4$ for a cell $n$ spacings from $\Gamma$. Each error thus scales as $1/N$, and the sum over cells converges because $\int n^2dn/n^4$ converges at large $n$. These errors have the same order in $N$ as the omitted cell.

Equation (\ref{mid}) keeps only the first term of a series; summed over the other cells of an fcc crystal's grid, it is about $4\,\%$ too low. The total constant is therefore found another way. Define
\begin{equation}
W_N=\lim_{\epsilon\to0}\Big[\int\frac{e^{-\epsilon q^2}}{q^2}d^3q-w_N{\sum_{\mathbf q}}'\frac{e^{-\epsilon q^2}}{q^2}\Big],
\end{equation}
over all space and all grid points except $q=0$. For any $s>\epsilon$, split
\begin{equation}
\frac{e^{-\epsilon q^2}}{q^2}=\frac{e^{-sq^2}}{q^2}+g(\mathbf q),\qquad g=\int_\epsilon^s e^{-tq^2}dt .
\end{equation}
The first part has integral $4\pi\int_0^\infty e^{-sq^2}dq=2\pi^{3/2}/\sqrt s$, and its sum converges quickly. The second part is smooth, so Poisson summation applies: $w_N\sum_{\mathbf q}g=\sum_{\mathbf R}\hat g(\mathbf R)$, with $\mathbf R$ the vectors dual to the grid. The term $\hat g(0)$ is the integral of $g$ and cancels it. The full sum contains $g(0)\to s$, which the primed sum lacks. Thus
\begin{equation}
\int g\,d^3q-w_N{\sum}'g=w_Ns-\sum_{\mathbf R\ne0}\hat g(\mathbf R).
\end{equation}
The transform of $e^{-tq^2}$ is $(\pi/t)^{3/2}e^{-R^2/4t}$. With $u=R/(2\sqrt t)$ one has $t^{-3/2}dt=-(4/R)\,du$, so as $\epsilon\to0$
\begin{equation}
\hat g=\frac{4\pi^{3/2}}{R}\int_{R/2\sqrt s}^\infty e^{-u^2}du=\frac{2\pi^2}{R}\,{\rm erfc}\frac{R}{2\sqrt s}.
\end{equation}
Collecting the pieces,
\begin{align}
W_N={}&w_Ns+\frac{2\pi^{3/2}}{\sqrt s}-w_N{\sum_{\mathbf q}}'\frac{e^{-sq^2}}{q^2}\nonumber\\
&-\sum_{\mathbf R\ne0}\frac{2\pi^2}{R}\,{\rm erfc}\frac{R}{2\sqrt s}.
\label{W}
\end{align}
The definition does not contain $s$, so neither does the result. Taking $s\propto N^2$ shows that every term scales as $1/N$, hence $W_N=W_1/N$.

For the fcc crystal $W=9.0738\,w^{1/3}$. Explicit sums over growing blocks of cells, extrapolated to infinite size, give the same value to the seven digits printed. For a simple cubic crystal the factor is $8.9136$. Both are positive, so in these two cases the grid underestimates $\kappa$ at leading order. In the fcc case the omitted cell accounts for $7.763/9.074=85.6\,\%$ of the $1/N$ error and the other cells for $14.4\,\%$.

\section{The expansion and its first correction}

The actual integrand is periodic and equals $k_BA/q^2$ only near $\Gamma$; away from $\Gamma$ it is assumed smooth, as it is in the model below. Take a fixed $s$ and subtract $k_BA\,F$ from it, with
\begin{equation}
F(\mathbf q)=\sum_{\mathbf G}\frac{e^{-s|\mathbf q+\mathbf G|^2}}{|\mathbf q+\mathbf G|^2}.
\end{equation}
Let $\sigma=\sum_{\mathbf G\ne0}e^{-sG^2}/G^2$. The grid sum of $F$ omits all points equivalent to $\Gamma$, whereas (\ref{W}) omits $q=0$ alone. Hence, up to terms smaller than any power of $1/N$ (the erfc sum, since now $R\propto N$ at fixed $s$),
\begin{equation}
\int_{\rm BZ}F\,d^3q-w_N{\sum}'F=\frac{W_1}{N}-w_Ns+w_N\sigma .
\label{F}
\end{equation}
The remainder $r$, in units of $k_BA$, is bounded at $\Gamma$. If the integrand there is $k_BA[1/q^2+h(\hat{\mathbf q})+O(q^2)]$, then $r\to h+s-\sigma$. Omitting its direction average costs $w_N(\bar h+s-\sigma)$. Added to (\ref{F}), this leaves $W_1/N+w_N\bar h$, and $s$ drops out again.

The angular part of $h$ makes $r$ discontinuous at $\Gamma$. By scaling, the transform of a function of direction alone falls as $R^{-3}$, which also gives $N^{-3}$. Cubic symmetry removes the angular harmonics below fourth order, and the lattice sum then converges by shells. So
\begin{equation}
\kappa-\kappa_N=\frac\alpha N+\frac\beta{N^3}+\dots,\qquad \alpha=\frac{k_BA_\Sigma W_1}{24\pi^3}.
\label{law}
\end{equation}
There is no $1/N^2$ term, because the expansion about $\Gamma$ contains even powers of $q$.

The main part of $\beta$ can be found for a definite dispersion. Give each branch the scalar nearest-neighbour fcc form
\begin{equation}
\omega^2=\frac{2v^2}{a^2}\sum_{j=1}^6\left[1-\cos(\mathbf q\cdot\mathbf d_j)\right],
\end{equation}
with one vector $\mathbf d_j$ of length $a/\sqrt2$ from each opposite pair of neighbours. Set $\mathbf k=a\mathbf q$ and $S=a^2\omega^2/v^2$. Expanding the cosine gives $S=k^2-T+\dots$, with $T=\frac1{12}\sum_j(\mathbf k\cdot\mathbf d_j/a)^4$. Since $T$ has degree four, $\mathbf k\cdot\nabla T=4T$ and $|\nabla S|^2=4k^2-16T+\dots$. Then
\begin{align}
\frac{v_g^2}{\omega^2}&=a^2\frac{|\nabla S|^2}{4S^2}
=a^2\,\frac{k^2-4T}{k^4(1-2T/k^2)}+\dots\nonumber\\
&=a^2\left[\frac1{k^2}-\frac{2T}{k^4}+\dots\right].
\end{align}
The direction average of $\cos^4$ is $1/5$, so $\overline{T/k^4}=\frac1{12}\cdot6\cdot\frac14\cdot\frac15=\frac1{40}$ and $\bar h=-a^2/20$. With $w_N=32\pi^3/(a^3N^3)$,
\begin{equation}
\beta_0=-\frac{k_BA_\Sigma}{24\pi^3}\cdot\frac{32\pi^3}{a^3}\cdot\frac{a^2}{20}=-\frac{k_BA_\Sigma}{15a}.
\label{beta}
\end{equation}
The full $\beta$ also contains the angular lattice sum and a small quantum reduction of the heat capacity.

\section{A worked case in the range of InSb}

Take rough, round parameters: $T=300$ K, $a=0.65$ nm, one longitudinal branch at $3.5$ km/s and two transverse branches at $2.0$ km/s. Every branch has a lifetime of $150$ ps at $1$ THz, so $A=5.92\times10^{15}$ s$^{-1}$. With $q_D=9.52$ nm$^{-1}$, (\ref{sphere}) at $N=1$ gives the classical Debye value $39.4$ W/(m K). The fcc model gives $\kappa=21.60$ W/(m K), mainly because its group speeds fall towards the zone boundary. The leading coefficient is
\begin{equation}
\alpha=39.43\times\frac{9.0738}{7.7956}=45.9\ \mbox{W/(m K)},
\end{equation}
so the relative error is $\alpha/(\kappa N)=2.125/N$, about twice the Debye estimate.

\begin{center}
\begin{tabular}{rrrr}
$N$ & $\kappa_N$, W/(m K) & deficit, \% of $\kappa$ & $N(\kappa-\kappa_N)$, W/(m K)\\
6 & 14.042 & 35.0 & 45.33\\
12 & 17.785 & 17.6 & 45.74\\
24 & 19.686 & 8.8 & 45.85\\
48 & 20.641 & 4.4 & 45.88
\end{tabular}
\end{center}

The last column approaches $\alpha$. At $N=12$ the remainder gives $12^3(3.8117-45.892/12)\simeq-22$ W/(m K) for $\beta$, while (\ref{beta}) gives $-25$. The angular lattice sum adds $+3.2$ and the quantum heat capacity $-0.4$, so the full $\beta$ is $-22.4$ W/(m K); higher powers of $1/N$ supply the rest at $N=12$. Between $N=12$ and $24$ the remainder falls with power $2.975$.

Two grids $n$ and $2n$ remove the leading term. From (\ref{law}),
\begin{equation}
2\kappa_{2n}-\kappa_n=\kappa+\frac{3\beta}{4n^3}+\dots
\end{equation}
For $n=12$ this is $2\times19.6862-17.7851=21.587$ W/(m K), low by $0.04\,\%$ of $\kappa$. The formula with $\beta=-22.4$ predicts an error of $-0.0097$ W/(m K) at leading order, and the actual error is $-0.0094$. Without extrapolation, a $5\,\%$ error needs $N\ge2.125/0.05=42.5$; at $N=43$ the computed error is $4.94\,\%$. The opening choice therefore favours extrapolation, provided that the same converged lifetimes enter both sums and that they follow $\omega^{-2}$ down to the wave vectors of the omitted cell, which for a real crystal must be checked branch by branch.

Shifting the grid by half a step along all three reciprocal vectors avoids $\Gamma$, and no cell is omitted. The deficit times $N$ is nevertheless $17.5$ W/(m K) at both $N=24$ and $N=48$. The error is smaller, but its power is unchanged.

\section{Where the law stops}

If $\tau\propto\omega^{-p}$, the integrand near $\Gamma$ goes as $q^{-p}$, and the same scaling gives a leading error of order $N^{-(3-p)}$ for the cases tested. In the fcc model the powers between $N=12$ and $24$ are $3.00$ for constant lifetime and $2.00$ for $p=1$. For $p\ge3$ the bulk integral itself diverges at small $q$. A linear fit in $1/N$ thus presupposes $p=2$ in the branches that dominate the deficit. With $p=1$ in all branches and the same lifetime at $1$ THz, $2\kappa_{24}-\kappa_{12}$ is $1.3\,\%$ too high, while $\kappa_{24}$ itself is only $0.7\,\%$ too low.

A finite sample removes the divergence. Add a boundary rate $v/L$ to $v^2q^2/A$:
\begin{equation}
v^2\tau=\frac{A}{q^2+q_L^2},\qquad q_L^2=\frac{A}{vL}.
\end{equation}
The sphere integral becomes $\int_0^{q_c}q^2dq/(q^2+q_L^2)=q_c-q_L\arctan(q_c/q_L)$, so its loss is multiplied by
\begin{equation}
1-\frac{q_L}{q_c}\arctan\frac{q_c}{q_L}\simeq\frac{q_c^2}{3q_L^2}\qquad(q_c\ll q_L).
\end{equation}
At fixed $L$ the loss then falls as $N^{-3}$. The crossover lies near $N=q_D/q_L$, which for the longitudinal branch is $7$ at $L=1\ \mu$m and about $230$ at $1$ mm. At $N=24$ the branch-averaged factor is $0.02$ for $1\ \mu$m and $0.82$ for $1$ mm. The reason is the free path: a longitudinal phonon at the edge of the omitted sphere travels about $11\ \mu$m between anharmonic collisions.

Real InSb conducts very roughly $15$ to $20$ W/(m K) at room temperature, so the model has the right size, through its chosen lifetime. Its transverse branches reach $1.96$ THz, well above the roughly $1$ THz of the real zone boundary. Rough elastic constants of $67$, $36$ and $30$ GPa for $C_{11}$, $C_{12}$, $C_{44}$ raise the direction-averaged cell loss by $9\,\%$ at fixed $A$. Optical branches, with rough values of $0.5$ km/s and $5$ ps, would add $0.25$ W/(m K). Take a mass variance of $10^{-4}$, which is generous: natural In and Sb have about $1\times10^{-5}$ and $7\times10^{-5}$. A Debye density of states with all three branches at $2.0$ km/s then puts isotope scattering at $3\,\%$ of the anharmonic rate at the transverse maximum. Averaged over the top tenth of the transverse frequency range, the three branches of the fcc model together have between four and five times as many states as that three-branch Debye count, because the transverse branches flatten. The isotope share there is between $10$ and $15\,\%$, and it is larger still close to the maximum. Thin-film devices break the assumption of infinite size. The isotropic rate $v/L$ with $L=1\ \mu$m cuts the sphere loss about fiftyfold at $N=24$. For heat flowing along a film of that thickness with diffuse surfaces the cut is only about sixteenfold, because phonons moving nearly parallel to the surfaces still travel far. Grid-dependent lifetimes and collective phonon flow lie outside the model and are not sized here. For non-cubic crystals or unequal grid divisions the constant must be recomputed, and its sign is not established by the cases above. Most of the computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice parameter 0.65 nm, temperature 300 K
velocities LA, TA, TA: [3.5, 2.0, 2.0] km/s
lifetime at 1 THz 150 ps; A = 5.922e+15 1/s
primitive cell volume 0.06866 nm^3
Debye wave vector 9.519 1/nm
top frequency LA 3.43 THz, TA 1.96 THz
bulk kappa, full integral 21.5967 W/(m K)
quadrature shift, order 28 to 40: 3.9e-14 W/(m K)
classical Debye kappa, same A 39.427 W/(m K)
W / cell^(1/3): splitting 9.073806, block sums 9.073806
simple cubic grid, same constant 8.913633
cell integral / cell^(1/3): Wigner-Seitz 7.7628, sphere 7.7956
share of 1/N error: omitted cell 85.6 %, other cells 14.4 %
alpha full 45.892, omitted cell only 39.262 W/(m K)
alpha / kappa 2.1250
N=6: kappa_N 14.0418, deficit 7.5550 W/(m K), 34.98 %, N*deficit 45.330 W/(m K)
N=12: kappa_N 17.7851, deficit 3.8117 W/(m K), 17.65 %, N*deficit 45.740 W/(m K)
N=24: kappa_N 19.6862, deficit 1.9106 W/(m K), 8.85 %, N*deficit 45.853 W/(m K)
N=48: kappa_N 20.6409, deficit 0.9559 W/(m K), 4.43 %, N*deficit 45.882 W/(m K)
power of remainder after alpha/N: 2.975
extrapolated from N=12 and 24: 21.5873 W/(m K)
extrapolation error -0.044 %
N for 5 % error: 43, computed error there 4.940 %
half-shifted grid, N*deficit at 24, 48: 17.499, 17.494 W/(m K)
error power for constant lifetime 3.003, for 1/omega lifetime 1.997
omitted sphere at N=24: radius 0.3966 1/nm
LA at its edge: 0.2209 THz, lifetime 3.073 ns, free path 10.76 um
boundary length 1 um: q_L (LA) 1.3007 1/nm, q_D/q_L 7.3, sphere loss times 0.0212
boundary length 1000 um: q_L (LA) 0.0411 1/nm, q_D/q_L 231.4, sphere loss times 0.8181
power of sphere loss in 1 um film, N 400 to 800: 2.9998
rough elastic constants C11, C12, C44: (67.0, 36.0, 30.0) GPa
anisotropy multiplies the direction-averaged cell loss by 1.089
rough isotope mass variance 1e-04
isotope/anharmonic rate: LA at cell edge 7.3e-05, TA at top 0.031
optical branches, rough 0.5 km/s and 5 ps: 0.25 W/(m K)
quantum drop of heat capacity at cell edge 0.0104 %
\end{verbatim}
